# Why a T-squared fit lowers the barrier of a line contact

## Question

I am practising barrier extraction for an edge contact between a metal and a monolayer semiconductor. To know the right answer in advance, I generated noise-free currents for a barrier of 0.300 eV, an effective mass of 0.5 electron masses and a spin-valley degeneracy of 4. Carriers leave the metal over a straight line barrier, and I summed their outgoing flow over momentum. The current per contact width is:

| T (K) | J (A/m) |
|---|---|
| 250 | 4.48620e-4 |
| 275 | 1.83553e-3 |
| 300 | 6.00627e-3 |
| 325 | 1.65357e-2 |
| 350 | 3.97180e-2 |

I then plotted \(\ln(J/T^2)\) against \(1/kT\), as for an ordinary Schottky contact. The points lie on what looks like a perfect straight line, but its slope gives 0.287 eV. I was told to use \(T^{3/2}\) instead. How can such a mild change of prefactor matter beside an exponential, why is the result too low rather than too high, and can I repair a barrier that was already extracted with \(T^2\)?

## Answer

The exponential does dominate the current. The slope, however, measures how the logarithm of the current changes with temperature, and there a power of \(T\) contributes an energy of order \(kT\). The first thing to settle is which power belongs to your contact.

### The current over a line barrier

I use atomic units in the algebra, so that \(\hbar\), the electron mass and the elementary charge are one, and write \(\tau=kT\). Let \(\Phi\) be the energy from the metal Fermi level to the band edge at the barrier top. Assume that

- the band is parabolic and isotropic, with mass \(m\) and degeneracy \(g\);
- \(\Phi\gg\tau\), and \(\Phi\) does not depend on temperature;
- every carrier arriving above the barrier top is transmitted, and none below it;
- no carriers return from the semiconductor.

Let \(x\) point out of the metal and \(y\) run along the contact. There are \(g\,dk_xdk_y/(2\pi)^2\) states per unit area, and each carries charge outward at speed \(k_x/m\). With \(f\) the Fermi occupation set by the metal,

\[
J=\frac{g}{(2\pi)^2}\int_0^\infty dk_x\int_{-\infty}^{\infty}dk_y\,
\frac{k_x}{m}\,f .
\]

Because \(\Phi\gg\tau\), we may replace \(f\) by \(\exp[-(\Phi+k_x^2/2m+k_y^2/2m)/\tau]\), and the integrals separate. In the first, put \(u=k_x^2/2m\), so that \(du=(k_x/m)dk_x\):

\[
\int_0^\infty \frac{k_x}{m}e^{-k_x^2/2m\tau}dk_x
=\int_0^\infty e^{-u/\tau}du=\tau .
\]

The second is a Gaussian integral:

\[
\int_{-\infty}^{\infty}e^{-k_y^2/2m\tau}dk_y=\sqrt{2\pi m\tau}.
\]

Multiplying them, and using \(\sqrt{2\pi}/(2\pi)^2=(2\pi)^{-3/2}\), gives

\[
J=\frac{g\sqrt m}{(2\pi)^{3/2}}\,\tau^{3/2}e^{-\Phi/\tau}
\equiv A\,T^{3/2}e^{-\Phi/kT}.
\]

The motion across the barrier supplies one power of \(T\), and the single direction along it supplies half a power. A sheet barrier in a three-dimensional semiconductor has a second direction along it. That adds the factor \(\sqrt{2\pi m\tau}/(2\pi)\), and the total becomes \(T^2\). This is where the usual Schottky prefactor comes from.

In SI units the prefactor is \(A=eg\sqrt m\,k^{3/2}/[(2\pi)^{3/2}\hbar^2]\), with \(e\) the elementary charge. For your parameters it is 0.12668 A/m/K\(^{3/2}\). At 300 K, where \(1/kT=38.6817\) eV\(^{-1}\),

\[
J=0.12668\times300^{3/2}\times e^{-0.300\times38.6817}
\simeq6.01\times10^{-3}\ \text{A/m},
\]

in agreement with your table.

The replacement of the Fermi function is harmless here. Its next term is \(-e^{-2E/\tau}\), where \(E\) is the energy above the Fermi level. The same integrals with \(\tau\) replaced by \(\tau/2\) reduce the current by the fraction \(e^{-\Phi/\tau}/2^{3/2}\). Even at 350 K that is only \(1.7\times10^{-5}\).

### What division by the wrong power does

Put \(\beta=1/kT\). The plot you made shows

\[
y=\ln\frac{J}{T^2}=\ln A-\tfrac12\ln T-\Phi\beta ,
\]

where logarithms are taken of the numerical values in A/m and K. Since \(T=1/(k\beta)\), we have \(-\tfrac12\ln T=\tfrac12\ln\beta+\tfrac12\ln k\). The last term is constant, so

\[
\frac{dy}{d\beta}=-\Phi+\frac{1}{2\beta}=-\left(\Phi-\frac{kT}{2}\right).
\]

The barrier is read as minus the slope:

\[
\Phi_{\rm fit}=\Phi-\frac{kT}{2}.
\]

At 300 K, \(kT/2=12.93\) meV, and the local \(T^2\) barrier is 0.2871 eV.

The sign has a simple meaning. Part of the growth of the current with temperature comes from the prefactor. Dividing by \(T^2\) removes more of that growth than the line barrier supplied. The hot points are pushed down too far relative to the cold ones, the line becomes less steep, and the barrier looks lower.

For a true power \(p\) and an assumed power \(q\), the leftover term is \((p-q)\ln T\), whose derivative with respect to \(\beta\) is \(-(p-q)/\beta\). Hence

\[
\Phi_{\rm fit}=\Phi+(p-q)kT .
\]

Your case is \(p=3/2\), \(q=2\). The opposite mistake, a \(T^{3/2}\) plot for a sheet barrier, gives a barrier too high by \(kT/2\). With the sheet current and its proper \(T^2\) plot, the fit over your temperatures returns 0.3000 eV. The square is therefore not wrong in itself; it belongs to another geometry.

As long as \(\Phi\gg kT\), the absolute error does not depend on \(\Phi\), so it matters more for low barriers. It is 4% of 0.30 eV, but would be 13% of 0.10 eV. It shrinks in proportion to \(T\) on cooling.

### Both fits by hand

Your fit covers 250 to 350 K, not a single temperature. For an unweighted least-squares line,

\[
\text{slope}=\frac{\sum_i(\beta_i-\bar\beta)\,y_i}{\sum_i(\beta_i-\bar\beta)^2}.
\]

The mean is \(\bar\beta=39.2320\) eV\(^{-1}\), and the denominator is 110.093 eV\(^{-2}\). The entries are:

| T (K) | \(\beta-\bar\beta\) (1/eV) | \(\ln(J/T^{3/2})\) | \(\ln(J/T^2)\) |
|---|---|---|---|
| 250 | 7.1861 | −15.99153 | −18.75226 |
| 275 | 2.9662 | −14.72558 | −17.53396 |
| 300 | −0.5503 | −13.67062 | −16.52252 |
| 325 | −3.5258 | −12.77797 | −15.66989 |
| 350 | −6.0762 | −12.01285 | −14.94182 |

For the \(T^2\) plot the products in the numerator are

\[
-134.756-52.009+9.092+55.249+90.789=-31.635\ \text{eV}^{-1}.
\]

The slope is \(-31.635/110.093=-0.2873\) eV. For the \(T^{3/2}\) plot they are

\[
-114.917-43.679+7.523+45.053+72.992=-33.028\ \text{eV}^{-1},
\]

and the slope is \(-0.3000\) eV. The same five currents thus give 0.2873 eV with the wrong power and 0.3000 eV with the right one. The error of the first is −12.7 meV relative to the barrier you put in.

### Why it is 12.7 and not 12.9 meV

The wrong plot is \(y=C-\Phi\beta+\tfrac12\ln\beta\), with \(C\) constant. A least-squares slope is linear in \(y\), so

\[
\Phi_{\rm fit}-\Phi=-\frac12\,
\frac{\sum_i(\beta_i-\bar\beta)\ln\beta_i}{\sum_i(\beta_i-\bar\beta)^2}.
\]

To see what this averages, use the identity for \(n\) points

\[
\sum_{i<j}(a_i-a_j)(b_i-b_j)
=n\sum_i a_ib_i-\sum_i a_i\sum_j b_j
=n\sum_i(a_i-\bar a)b_i .
\]

Apply it to the numerator with \(a=\beta\), \(b=\ln\beta\), and to the denominator with \(a=b=\beta\). The factors \(n\) cancel:

\[
\Phi_{\rm fit}-\Phi=-\frac12\,
\frac{\sum_{i<j}(\beta_i-\beta_j)^2\,s_{ij}}{\sum_{i<j}(\beta_i-\beta_j)^2},
\qquad
s_{ij}=\frac{\ln(\beta_i/\beta_j)}{\beta_i-\beta_j}.
\]

Each \(s_{ij}\) is the slope of a chord of \(\ln\beta\). By the mean-value theorem it equals \(1/\beta\) at some point between \(\beta_i\) and \(\beta_j\), which is a value of \(kT\) inside the window. The weights are positive, so the error has a magnitude between \(kT_{\min}/2\) and \(kT_{\max}/2\). For your window these bounds are 10.8 and 15.1 meV, and the weighted mean is 12.66 meV.

Equal steps in \(T\) are unequal steps in \(\beta\): the cold points are further apart. The mean \(\bar\beta\) therefore exceeds the value at 300 K, and \(1/(2\bar\beta)=12.74\) meV already accounts for most of the difference from 12.93 meV. With five equally spaced temperatures from 290 to 310 K the error is −12.92 meV; from 200 to 400 K it is −11.84 meV.

### Why the line looks straight

Near \(\beta_0=1/kT_0\), write \(\beta=\beta_0(1+\delta)\). The unwanted term becomes

\[
\tfrac12\ln\beta=\tfrac12\ln\beta_0+\tfrac12\delta-\tfrac14\delta^2+\cdots .
\]

The linear part changes the slope and cannot be distinguished from a change of barrier. Only the quadratic and higher terms bend the plot. With \(T_0=300\) K, \(\delta\) runs from −0.14 to 0.20, so the bend away from the tangent is at most about 0.01 in \(\ln J\). The fitted line absorbs part of that. The largest residual left is 0.37% of the current.

Suppose each current carried independent random noise of 1%. The standard error of the fitted barrier would be

\[
\frac{0.01}{\sqrt{110.093\ \text{eV}^{-2}}}=0.95\ \text{meV}.
\]

Repeated simulated data sets give the same scatter, and their mean error stays at −12.7 meV. The bias is thus about thirteen standard errors, although the residuals that could reveal it are smaller than the noise. Repeating the measurement reduces the scatter but not the bias. A straight plot over this window is not evidence for the chosen power.

The intercept is also wrong. Extending the tangent at \(T_0\) to \(\beta=0\) gives

\[
y_0-\beta_0\left(-\Phi+\frac1{2\beta_0}\right)
=\ln A-\tfrac12\ln T_0-\tfrac12 ,
\]

because \(y_0=\ln A-\tfrac12\ln T_0-\Phi\beta_0\). The apparent \(T^2\) prefactor is therefore \(A e^{-1/2}/\sqrt{T_0}\), where \(e^{-1/2}\) is the exponential function. At 300 K this is 0.00444 A/m/K\(^2\); your wider fit gives 0.00447. The lowered barrier raises the exponential by \(e^{1/2}\), and the prefactor contains the compensating \(e^{-1/2}\). The fit can therefore reproduce the currents well with two wrong parameters.

### Repairing an old extraction

On the same data, the ordinates of the two plots differ by \(\tfrac12\ln T\), whatever produced the current. If the temperatures and the least-squares weights are held fixed, the difference between the two fitted barriers is therefore independent of the currents. For your five temperatures and equal weights,

\[
\Phi_{3/2}=\Phi_2+12.7\ \text{meV}.
\]

If only the range is known and it is about as narrow as yours, add \(kT/2\) at its middle and use the bounds above. For a wide range this overcorrects: five equally spaced points from 100 to 500 K need 8.2 meV, not 12.9 meV. This converts one fit into the other. It yields the true barrier only if the assumptions behind \(T^{3/2}\) hold.

### What a real contact changes

Your parameters are model inputs, not measurements. To see how firmly the ideal model stands, take 0.5 V across 100 nm, a field of 0.05 MV/cm, with relative permittivity 4. Take also a mobility of 100 cm\(^2\)/Vs at 300 K, falling as \(T^{-3/2}\). These are rough inputs chosen for illustration. The estimates below switch on one effect at a time and give the change of the \(T^{3/2}\) barrier.

**Tunnelling** through a triangular barrier at energy \(w\) below the top has the semiclassical probability \(\exp[-4\sqrt{2m}\,w^{3/2}/(3F)]\), where \(F\) is the force on the carrier. It multiplies the 300 K current by 1.48 and lowers the fitted barrier by 11 meV. Most of this extra current passes within about \((F^2/2m)^{1/3}=12\) meV of the top, where the semiclassical formula is rough. Other treatments of the top give factors from 1.15 to 1.5 and shifts from 7 to 14 meV. A stronger field increases the tunnelling.

**Image attraction** lowers the top by \(\sqrt{F/\epsilon_r}\) in atomic units, here 42 meV. This counts as an error only if \(\Phi\) is meant to be the barrier before lowering. The estimate uses a uniform dielectric, which is crude for a monolayer.

**Slow removal of carriers** matters too. If their density at the top is \(n\), a flow \(nv_R\) returns to the metal, with \(v_R=\sqrt{\tau/2\pi m}\), while drift removes \(nv_D\). Balance requires \(J_0-nv_R=nv_D\), where \(J_0\) is the ideal current, so \(J=nv_D=J_0/(1+v_R/v_D)\). At 300 K the speeds are \(3.8\times10^4\) and \(5.0\times10^4\) m/s. Emission alone does not control the current, and the fitted barrier falls by 21 meV. This takes the mobility as independent of the field. In a real monolayer the drift speed may saturate at such a field, which would make \(v_D\) smaller and change the shift. A lower mobility makes this departure from the ideal current larger.

**Uneven or temperature-dependent barriers** shift the fit as well. A Gaussian spread of 20 meV along the contact lowers it by 16 meV, since the low places carry more current. If the barrier falls by 0.1 meV/K, the fit lies 30 meV above the barrier at 300 K, because a straight line extrapolates the barrier to zero temperature.

These effects should not simply be added, since several alter the same barrier profile. Each can rival or exceed the prefactor error, so a \(T^{3/2}\) fit to a real device is not automatically accurate to a few meV.

In one idealised model the choice of power even reverses. At an abrupt step with a flat band beyond it, so without the field and without the image attraction used above, the transmission is \(4v_1v_2/(v_1+v_2)^2\), where \(v_1\) and \(v_2\) are the normal speeds in the metal and semiconductor. For \(v_2\ll v_1\) it is nearly \(4v_2/v_1\), proportional to the square root of the energy above the top. Its thermal average then adds a factor \(T^{1/2}\), and the total power approaches two. For a free-electron metal whose band bottom lies 5 eV below the barrier top, the \(T^{3/2}\) fit is 10 meV too high and the \(T^2\) fit only 2.5 meV too low. This reversal is fragile. The image attraction speeds the carrier up near the metal, so the transmission no longer vanishes at the band edge. With relative permittivity 4 and the attraction cut off 1 to 4 Å from the metal, the \(T^{3/2}\) fit is within 1 meV of the barrier and the \(T^2\) fit is again about 12 meV too low. The field used above also removes the reversal. The 13 meV error belongs to a line barrier whose transmission varies little with energy over a few \(kT\), as in your synthetic data.

## Computed results

```
input barrier 0.300 eV; mass 0.5 m_e; g 4
line prefactor A 0.12668 A/m/K^1.5
T (K), beta (1/eV), J (A/m), ln(J/T^1.5), ln(J/T^2) [A/m, K]
250  46.4181  4.48620e-04  -15.99153  -18.75226
275  42.1982  1.83553e-03  -14.72558  -17.53396
300  38.6817  6.00627e-03  -13.67062  -16.52252
325  35.7062  1.65357e-02  -12.77797  -15.66989
350  33.1558  3.97180e-02  -12.01285  -14.94182
mean beta 39.2320 1/eV; sum of squares 110.0929 1/eV^2
power of T found from quadrature 1.49995
Fermi correction to J at 350 K 1.69e-05 (fraction)
barrier from T^1.5 fit 0.30000 eV
barrier from T^2 fit 0.28734 eV
T^2 fit error -12.66 meV
pair-formula error -12.66 meV
kT/2 at 250, 300, 350 K: 10.77, 12.93, 15.08 meV
local T^2 barrier at 300 K 0.28707 eV
sheet-barrier control, T^2 fit 0.30000 eV
T^2 fit error, 290-310 K: -12.92 meV
T^2 fit error, 200-400 K: -11.84 meV
T^2 fit prefactor, 250-350 K 0.004467 A/m/K^2
T^2 fit prefactor, 290-310 K 0.004437 A/m/K^2
A/sqrt(e T0), T0 = 300 K: 0.004436 A/m/K^2
largest T^2 fit residual 0.37 percent
noise in J 1.0 percent
barrier scatter: formula 0.95 meV, simulated 0.95 meV
mean noisy T^2 error -12.67 meV
rough inputs for neglected effects:
bias 0.5 V; length 100 nm; field 0.050 MV/cm
mobility at 300 K 100 cm2/Vs, varying as T^-1.5
relative permittivity 4.0; metal band depth 5.0 eV
disorder 20 meV; spin splitting 3 meV
barrier fall 0.10 meV/K
image maximum at 4.24 nm from the metal
emission, drift velocity at 300 K: 3.804e+04, 5.000e+04 m/s
tunnelling factor in J at 300 K 1.476
abrupt-step transmission at 300 K 0.291
change of the T^1.5 fitted barrier caused by each effect:
  tunnelling, triangular WKB: -11.041 meV
  image lowering: -42.426 meV
  diffusion-limited collection: -21.489 meV
  barrier disorder: -15.927 meV
  barrier falling with T: +30.000 meV
  spin splitting: +1.411 meV
  return flow: -0.000 meV
  abrupt-step reflection: +10.138 meV
T^2 fit error with abrupt step -2.52 meV
```
